# Dropping the singular exchange term shifts occupied levels, not the whole spectrum

## What symmetry and dimensions already fix

In a plane-wave Hartree-Fock calculation the exchange kernel $4\pi/q^2$ diverges at $q=0$, and the simplest remedy is to set that one term to zero. The $q=0$ component of an interaction is a constant in real space: it has the same value $c$ for every pair of positions. It is tempting to conclude that leaving it out moves all levels together and cannot affect a gap.

The premise is right and the conclusion is wrong. Let a constant interaction $c$ act through exchange on an orbital $\varphi$, with $\varphi_j$ the occupied orbitals of the same spin:

$$
-\sum_j \varphi_j(\mathbf r)\int \varphi_j^*(\mathbf r')\,c\,\varphi(\mathbf r')\,d\mathbf r' = -c\,(P\varphi)(\mathbf r),\qquad P=\sum_j|\varphi_j\rangle\langle\varphi_j| .
$$

The result is a multiple of the projector $P$ on the occupied states, not of the identity. Orthogonality removes the effect on every empty state.

Dimensions fix the size. In Hartree atomic units, used throughout, a Coulomb energy is an inverse length. The kernel on a $k$-mesh knows one length, the side $L$ of the supercell in which the orbitals are periodic. For a cubic supercell the missing constant must therefore be

$$
\xi=\frac{C}{L},
$$

with $C$ a pure number. It turns out to be $2.8373$. Dropping the term raises occupied levels by $\xi$, leaves empty levels in place, and closes the gap by $\xi$.

## A counter-example

Take a simple cubic crystal with cell side $a=6$ bohr and two electrons per cell, in the external potential

$$
V(\mathbf r)=-V_0\left[\cos\frac{2\pi x}{a}+\cos\frac{2\pi y}{a}+\cos\frac{2\pi z}{a}\right],\qquad V_0=0.8\ \text{hartree},
$$

with a uniform neutralizing background. The lowest band is full. An $n\times n\times n$ mesh containing $\Gamma$ has $N_k=n^3$ points, and its orbitals are periodic in a supercell of side $L=na$. The calculations are self-consistent, with a plane-wave cutoff of 4.88 hartree. They describe Hartree-Fock theory for this model in this basis; correlation is absent. The fourth decimal of the levels and gaps below belongs to this basis: raising the cutoff to 7.95 hartree lowers the gap on the $2\times2\times2$ mesh by $0.0004$ hartree, almost all of it through the empty level.

The reference must not use the constant $C$. It replaces $1/r$ in the exchange by an interaction that vanishes beyond $r=L/2$. Its Fourier transform is

$$
v_T(q)=4\pi\int_0^{L/2}\frac{\sin qr}{q}\,dr=\frac{4\pi}{q^2}\left[1-\cos\frac{qL}{2}\right],
$$

and since $1-\cos x\to x^2/2$, its value at $q=0$ is the finite number $\pi L^2/2$. Nothing has to be dropped. Between $n=4$ and $n=5$ the reference gap changes by about $10^{-5}$ hartree.

In all runs the average electrostatic potential is set to zero, so single levels can be compared. At $\Gamma$, with $n=5$ and $L=30$ bohr, the energies in hartree are:

| level | term dropped | reference | difference |
|---|---|---|---|
| occupied | −1.2242 | −1.3185 | +0.0943 |
| empty | −0.1169 | −0.1169 | +0.0001 |

A rigid shift would put the same number in both rows of the last column. Instead the occupied level moves by nearly

$$
\xi=\frac{2.8373}{30}=0.0946\ \text{hartree},
$$

and the empty level hardly moves. The direct gap comes out as $1.1073$ instead of $1.2016$ hartree, that is, $30.1$ instead of $32.7$ eV.

The error of the direct gap at $\Gamma$ fades slowly as the mesh is refined (energies in hartree; the error is the gap minus the $n=5$ reference gap):

| $n$ | $N_k$ | $\xi$ | gap | gap error | gap $+\,\xi$ |
|---|---|---|---|---|---|
| 2 | 8 | 0.2364 | 0.9694 | −0.2321 | 1.2059 |
| 3 | 27 | 0.1576 | 1.0455 | −0.1560 | 1.2031 |
| 4 | 64 | 0.1182 | 1.0840 | −0.1175 | 1.2022 |
| 5 | 125 | 0.0946 | 1.1073 | −0.0942 | 1.2019 |

From $n=3$ to $n=5$ the error changes as a power of $N_k$ with exponent

$$
\frac{\ln(0.0942/0.1560)}{\ln(125/27)}\approx-0.33 .
$$

Adding $\xi$ brings even the $2\times2\times2$ mesh to about $0.0043$ hartree above the reference.

## The general statement

Consider a closed-shell insulator in Hartree-Fock theory with bare Coulomb exchange, on a mesh whose supercell is a cube of side $L$. Let the $q=0$ exchange term be set to zero.

**(A) On a fixed mesh.** Compare with the same calculation in which the constant $\xi=2.8373/L$ is restored to the kernel. Every occupied level is higher by $\xi$, every empty level is unchanged, and so are the orbitals and the density, provided the same states remain occupied.

**(B) Against the infinite crystal.** Let $E_{\rm gap}$ be the difference between an empty and an occupied level at wavevectors that lie on every mesh considered, such as the direct gap at $\Gamma$. If the density matrix decays exponentially and fits well inside the supercell, then

$$
E_{\rm gap}(L)=E_{\rm gap}(\infty)-\frac{2.8373}{L}+O(L^{-3}).
$$

Since $L^3=N_k\Omega$, with $\Omega$ the cell volume, the uncorrected gap converges as $N_k^{-1/3}$, and the corrected one as $N_k^{-1}$. The restriction to mesh wavevectors matters. If a band edge falls between mesh points, its distance to the nearest point is of order $1/L$. At a quadratic extremum the smallest gap found on the mesh then carries an additional sampling error of order $L^{-2}$, which adding $\xi$ does not remove.

## Proof of (A)

**Where the singular term sits.** The pair density $\varphi_{j\mathbf k'}^*\varphi_{i\mathbf k}$ of two Bloch states contains only the wavevectors $\mathbf q=\mathbf k-\mathbf k'+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector. As $\mathbf k'$ runs over the mesh and $\mathbf G$ over the reciprocal lattice, $\mathbf q$ runs over all vectors $(2\pi/L)(m_1,m_2,m_3)$ with integer $m_i$. Setting the $q=0$ term to zero therefore means using the kernel

$$
v_D(\mathbf r)=\frac1{L^3}\sum_{\mathbf q\neq0}\frac{4\pi}{q^2}\,e^{i\mathbf q\cdot\mathbf r}.
$$

**Restoring a constant.** Let $K_D$ be the exchange operator with kernel $v_D$ and $K_c$ the one with kernel $v_D+c$. Exchange is linear in the kernel, so the opening calculation gives $K_c=K_D-cP$. For the same $P$, the rest of the Fock operator is the same in both cases. Hence

$$
F_D=F_c+cP .
$$

**Levels and orbitals.** Let the orbitals be self-consistent for $F_c$, so that $F_c\varphi_i=\varepsilon_i\varphi_i$. For an occupied state $P\varphi_i=\varphi_i$; for an empty state $P\varphi_i=0$. Therefore

$$
F_D\varphi_i=\begin{cases}(\varepsilon_i+c)\,\varphi_i & \text{occupied},\\ \varepsilon_i\,\varphi_i & \text{empty}.\end{cases}
$$

The same orbitals are eigenfunctions of $F_D$. If the same ones are filled, they reproduce the same $P$, so they are self-consistent for $F_D$ as well. Setting $c=\xi$ proves (A), once $\xi$ is known.

The proviso about filling matters on coarse meshes. The occupied levels rise towards the empty ones, and if $\xi$ exceeds the gap between the highest occupied and lowest empty level of $F_c$, filling the lowest levels of $F_D$ selects different states. In the example this does not happen on the $4\times4\times4$ mesh, where the filled and empty bands remain $0.87$ hartree apart with the term dropped.

**The total energy.** For one spin the exchange energy is $\frac12\mathrm{Tr}(PK)$. Dropping the constant changes it by

$$
\Delta E=\frac12\mathrm{Tr}(P\,cP)=\frac c2\mathrm{Tr}P=\frac c2N_\sigma ,
$$

where $P^2=P$ was used and $N_\sigma$ is the number of electrons of that spin. Summed over spins, the energy rises by $\xi/2$ per electron. With two electrons per cell this is $\xi$ per cell; at $n=3$ the computed difference is $0.1576$ hartree, as it should be.

This is the true core of the "constant shift". At fixed electron number and integer occupations, the *total energy* moves by a number that does not depend on the orbitals. Levels answer a different question: how the energy changes with occupation. For occupations $f_i$, the operator $P$ becomes $\sum_i f_i|\varphi_i\rangle\langle\varphi_i|$ and

$$
\Delta E=\frac c2\sum_i f_i^2,\qquad \frac{\partial\,\Delta E}{\partial f_i}=c\,f_i ,
$$

which is $c$ for a filled state and zero for an empty one.

The same result has a simple physical reading. Suppose a constant $c$ were added to the full electron-electron interaction. An electron in an occupied state would interact with the $N-1$ others, and its level would rise by $c(N-1)$. An electron put into an empty state would meet all $N$, and its level would rise by $cN$. The direct term supplies $cN$ for both; exchange supplies the $-c$ that stops an occupied electron from interacting with itself. In the crystal the direct constant is cancelled by the neutralizing charge. The exchange constant has no such partner, and dropping it leaves a self-interaction error.

## The value of the constant

The right constant makes the kernel agree with $1/r$ at short distance:

$$
\xi=\lim_{r\to0}\left[\frac1r-v_D(\mathbf r)\right].
$$

To see what else distinguishes the two kernels, apply the Laplacian to the Fourier series. The factor $-q^2$ cancels $1/q^2$, and the sum over all $\mathbf q$ except zero gives point charges minus their average:

$$
\nabla^2v_D=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\right],
$$

with $\mathbf R$ the supercell lattice vectors. Near the origin $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, so the difference $w=v_D-1/r$ is smooth there and obeys $\nabla^2w=4\pi/L^3$. Inversion symmetry forbids odd powers, and cubic symmetry allows a single quadratic form, $\alpha r^2$. From $\nabla^2(\alpha r^2)=6\alpha$ it follows that $\alpha=2\pi/(3L^3)$, and

$$
v_D(\mathbf r)=\frac1r-\xi+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).
$$

The last power of $L$ follows from dimensions.

To compute $\xi$, average $v_D$ over the normalized Gaussian $g_\beta(\mathbf r)=(4\pi\beta)^{-3/2}e^{-r^2/4\beta}$, whose Fourier transform is $e^{-\beta q^2}$:

$$
\int g_\beta v_D\,d\mathbf r=\frac1{L^3}\sum_{\mathbf q\ne0}\frac{4\pi}{q^2}e^{-\beta q^2}.
$$

For small $\beta$ the Gaussian samples only the neighbourhood of the origin, where the expansion applies. The average of $1/r$ is

$$
\frac{4\pi}{(4\pi\beta)^{3/2}}\int_0^\infty r\,e^{-r^2/4\beta}dr=\frac{4\pi\cdot2\beta}{8\pi^{3/2}\beta^{3/2}}=\frac1{\sqrt{\pi\beta}},
$$

the constant contributes $-\xi$, and the rest vanishes with $\beta$. Hence

$$
\xi=\lim_{\beta\to0}\left[\frac1{\sqrt{\pi\beta}}-\frac1{L^3}\sum_{\mathbf q\neq0}\frac{4\pi}{q^2}e^{-\beta q^2}\right].
$$

The first term is also $\int\frac{d\mathbf q}{(2\pi)^3}\frac{4\pi}{q^2}e^{-\beta q^2}$, because $\frac{2}{\pi}\int_0^\infty e^{-\beta q^2}dq=1/\sqrt{\pi\beta}$. So $\xi$ is what a mesh sum misses of an integrable singularity when the singular point is left out. Numerical evaluation gives $\xi L=2.837297$, both from this formula and from a separate lattice sum in real and reciprocal space.

## Proof of (B)

**The hole and its sum rule.** Let $\varphi_i$ be a normalized state and $P(\mathbf r,\mathbf r')$ the kernel of the projector. Collect all pairs of points with separation $\mathbf u$:

$$
h_i(\mathbf u)=\int\varphi_i^*(\mathbf r)\,P(\mathbf r,\mathbf r+\mathbf u)\,\varphi_i(\mathbf r+\mathbf u)\,d\mathbf r .
$$

The exchange contribution to the level is then $-\int h_i(\mathbf u)\,v(\mathbf u)\,d\mathbf u$. Integrating over $\mathbf u$ gives the sum rule

$$
\int h_i\,d\mathbf u=\langle\varphi_i|P|\varphi_i\rangle=p_i,
$$

with $p_i=1$ for an occupied and $p_i=0$ for an empty state.

**Inserting the kernel.** In an insulator with an exponentially decaying density matrix, $h_i$ is concentrated at separations small compared with a large $L$. Inserting the expansion of $v_D$ gives

$$
-\int h_iv_D\,d\mathbf u=-\int\frac{h_i}{u}\,d\mathbf u+\xi\,p_i-\frac{2\pi}{3L^3}M_i+O(L^{-5}),\qquad M_i=\int u^2h_i\,d\mathbf u .
$$

The first term on the right is the exchange of the infinite crystal, up to errors that decay exponentially with $L$. The second is the shift of (A).

**Self-consistency.** The shift $\xi P$ does not alter the orbitals, by (A). The quadratic term is a perturbation of order $L^{-3}$; it can change the density matrix, and through it the levels, at that same order. In an insulator the density sampled on the mesh differs from its limit by exponentially small terms, since it is a mesh sum of a smooth periodic function of $\mathbf k$. The remainder is thus $O(L^{-3})$, which proves (B).

**Sign of the remainder.** At fixed orbitals the sign of $M_i$ is known. The Fourier transform of $h_i$ is

$$
\tilde h_i(\mathbf q)=\int h_i(\mathbf u)e^{i\mathbf q\cdot\mathbf u}d\mathbf u=\left\|P\,e^{i\mathbf q\cdot\mathbf r}\varphi_i\right\|^2 ,
$$

which lies between 0 and 1, and $M_i=-\nabla_q^2\tilde h_i$ at $\mathbf q=0$. An occupied state has $\tilde h_i(0)=1$, a maximum, so $M_i\ge0$ and its rise is slightly smaller than $\xi$. An empty state has $\tilde h_i(0)=0$, a minimum, so $M_i\le0$ and it rises slightly. Both effects make the corrected gap too large. The self-consistent results show the same signs: at $n=5$ the occupied level rises by $0.0943$ rather than $0.0946$ hartree, the empty one rises by $0.0001$, and every entry in the last column of the mesh table lies above $1.2016$.

**The powers at larger $n$.** From $n=3$ to $n=5$ the error left after adding $\xi$ falls with exponent $-0.97$ in $N_k$. On such small meshes the higher terms still count. A second calculation keeps the orbitals of the bare cosine potential fixed, which makes meshes up to $n=14$ affordable. From $n=7$ to $n=14$ the exponents for the exchange part of the gap are $-0.333$ without $\xi$ and $-0.996$ with it. From $n=3$ to $n=5$ the same calculation, measured against an $n=14$ reference, gives $-0.977$ with $\xi$, close to the self-consistent value.

## Consequences and limits

**The cost of leaving the error in.** To bring the leading term below $0.01$ hartree requires $L>2.8373/0.01\approx284$ bohr. With $a=6$ bohr this means $n=48$, more than $10^5$ mesh points. A larger plane-wave cutoff does not help, since $\xi$ depends on $L$ alone. Adding $\xi$ costs nothing. Extrapolation also works: if the error is $-C'/n$, then $nE(n)-(n-1)E(n-1)$ removes it. From the last two meshes,

$$
5(1.10733)-4(1.08402)=1.2006\ \text{hartree},
$$

about $0.001$ below the reference.

**Other kernels.** A hybrid functional with a fraction $\alpha$ of bare exchange has the shift $\alpha\xi$, because the exchange operator is multiplied by $\alpha$. For the screened interaction $\mathrm{erfc}(\omega r)/r$ the kernel is $(4\pi/q^2)(1-e^{-q^2/4\omega^2})$, which tends to $\pi/\omega^2$ at $q=0$. That value can be kept. The kernel is then the sum of $\mathrm{erfc}(\omega r)/r$ over all supercell images. At short distance the six nearest images add $6\,\mathrm{erfc}(\omega L)/L$, which is negligible only when $\omega L$ is well above 1. If it is dropped by mistake, the missing constant is $\pi/(\omega^2L^3)$: occupied levels still move alone, but the error falls as $1/N_k$ once the images are negligible. On smaller meshes the images offset part of it: for $\omega=0.11$ bohr$^{-1}$ and $L=12$ bohr the kernel at short distance falls short of $\mathrm{erfc}(\omega r)/r$ by $0.113$ hartree rather than $0.150$.

**Other supercells.** The form $C/L$ survives for any fixed shape, by dimensions, but $C=2.8373$ belongs to the cube. With $L$ the cube root of the supercell volume, $C=2.888$ for fcc and bcc supercells, $2.275$ for a box with sides $1:1:2$, and $-0.458$ for sides $1:1:4$. For such elongated supercells the sign is reversed: at leading order, dropping the term lowers the occupied levels and opens the gap. For a molecule in a cubic box with a single $k$-point, $L$ is the side of the box.

**Metals.** Two steps of the proof fail. At zero temperature the density matrix no longer decays exponentially, so (B) loses its basis. With fractional occupations the energy change $\frac{\xi}{2}\sum_i f_i^2$ depends on the occupations themselves, so even the total energy no longer moves by a fixed number.

## Values computed for the example and the checks

```
cell side a = 6.0 bohr; V0 = 0.8 hartree
plane-wave cutoff = 4.880 hartree
Madelung constant xi*L, lattice sum = 2.837297
xi*L, integral minus mesh sum = 2.837297
r^2 term at r = 0.05 L: numeric 0.005255 /L
r^2 term at r = 0.05 L: formula 0.005236 /L
Uncorrected self-consistent runs, energies in hartree, L in bohr:
 n  N_k    L      xi      gap    gap+xi  gap error
 2    8  12.0  0.23644  0.96942  1.20586  -0.23213
 3   27  18.0  0.15763  1.04551  1.20314  -0.15604
 4   64  24.0  0.11822  1.08402  1.20224  -0.11753
 5  125  30.0  0.09458  1.10733  1.20191  -0.09422
reference gap (truncated, n=5) = 1.20155 hartree
reference gap (truncated, n=5) = 32.696 eV
reference gap change, n=4 to 5 = -1.1e-05 hartree
uncorrected gap, n=5 = 30.132 eV
xi at n=5 = 2.574 eV
band separation on mesh, n=4 = 0.8744 hartree
Dropped minus Madelung-corrected, n=3, hartree:
  occupied level at Gamma 0.157628
  empty level at Gamma 0.000000 (magnitude)
  exchange energy per cell 0.157628
  largest density change 2.4e-10 bohr^-3
Levels at Gamma, n=5, hartree:
  occupied: dropped -1.22420, reference -1.31849
  empty: dropped -0.11687, reference -0.11694
Dropped minus reference, n=5, hartree:
  occupied level 0.09428
  empty level 0.00007
  exchange energy per cell 0.09429
power of N_k in gap error, n=3 to 5 = -0.329
power of N_k after adding xi, n=3 to 5 = -0.968
remaining gap error after adding xi, n=2: 0.004312 hartree
remaining gap error after adding xi, n=3: 0.001587 hartree
remaining gap error after adding xi, n=4: 0.000687 hartree
remaining gap error after adding xi, n=5: 0.000360 hartree
Fixed orbitals, exchange part of the gap, errors in hartree:
  n= 3: uncorrected -0.156195, after adding xi 0.0014328
  n= 5: uncorrected -0.094256, after adding xi 0.0003206
  n= 7: uncorrected -0.067437, after adding xi 0.0001180
  n=14: uncorrected -0.033762, after adding xi 0.0000149
  power of N_k, uncorrected, n=7 to 14 = -0.3327
  power of N_k after adding xi, n=7 to 14 = -0.9962
  power of N_k after adding xi, n=3 to 5 = -0.9771
```
